# Resistivity of a 10 nm copper film from the thick-film formula: a numerical check

```python
"""
Resistivity of a metal film with two diffuse surfaces, current in the plane.

Result under test: the thick-film formula
    rho = rho0 + (3/8) * (rho0*lambda) / d
gives 4.2 microohm cm for the stated 10 nm Cu film, although the film is
thinner than the mean free path. The full Fuchs-Sondheimer expression shows
how large the error of the formula is.

rho0   bulk resistivity            lambda  bulk mean free path
d      film thickness              kappa   d / lambda
mu     cosine of the angle between velocity and film normal
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expn

MICROOHM_CM = 1e-8   # in ohm m
NM = 1e-9            # in m

rho0 = 1.68 * MICROOHM_CM
rho_lambda = 6.7e-16
thickness = 10 * NM


def full_conductivity(kappa):
    """Film conductivity over bulk conductivity, diffuse surfaces."""
    wall_term = expn(3, kappa) - expn(5, kappa)
    return 1 - 3 / (8 * kappa) + 1.5 * wall_term / kappa


def full_ratio(kappa):
    """Film resistivity over bulk resistivity, full expression."""
    return 1 / full_conductivity(kappa)


def thick_ratio(kappa):
    """Film resistivity over bulk resistivity, thick-film formula."""
    return 1 + 3 / (8 * kappa)


def shortfall(kappa):
    """Fraction by which the thick-film formula is below the full result."""
    return 1 - thick_ratio(kappa) / full_ratio(kappa)


def marched_conductivity(kappa, cells=4000, angles=200):
    """Solve mu dg/ds + g = 1 with g = 0 at the wall by implicit steps.

    Electrons moving the other way are the mirror image, so one half of
    the directions is enough.
    """
    nodes, weights = np.polynomial.legendre.leggauss(angles)
    mu = 0.5 * (nodes + 1)
    weights = 0.5 * weights
    step = kappa / cells
    g = np.zeros(angles)
    depth_sum = np.zeros(angles)
    for _ in range(cells):
        g = (mu * g + step) / (mu + step)
        depth_sum += g
    depth_average = depth_sum / cells
    return np.sum(weights * 1.5 * (1 - mu**2) * depth_average)


mean_free_path = rho_lambda / rho0
kappa_film = thickness / mean_free_path
surface_term = 3 / 8 * rho_lambda / thickness
rho_thick = rho0 + surface_term
rho_full = rho0 * full_ratio(kappa_film)
linear_conductivity = 1 - 3 / (8 * kappa_film)

# Full expression against direct solution of the kinetic equation.
# The implicit scheme has a first-order error of order 1/cells.
marched = {}
for kappa in (kappa_film, 1.0, 5.0):
    marched[kappa] = marched_conductivity(kappa)
    assert abs(marched[kappa] - full_conductivity(kappa)) < 3e-4

# Expansion coefficients of the resistivity, extracted at large kappa.
# The next order changes each by less than one percent at kappa = 100.
large = 100.0
first_coefficient = large * (full_ratio(large) - 1)
second_coefficient = large**2 * (full_ratio(large) - thick_ratio(large))
assert abs(first_coefficient / (3 / 8) - 1) < 0.01
assert abs(second_coefficient / (9 / 64) - 1) < 0.01

# The requested estimate and its status.
assert round(rho_thick / MICROOHM_CM, 1) == 4.2
assert kappa_film < 1
assert linear_conductivity < 0 < full_conductivity(kappa_film)
assert 0 < shortfall(kappa_film) < 0.10

# Error map of the thick-film formula.
kappa_one_percent = brentq(lambda k: shortfall(k) - 0.01, 1, 50)
kappa_crossing = brentq(shortfall, 0.02, 0.25)
worst = minimize_scalar(lambda k: -shortfall(k), bounds=(0.1, 3),
                        method="bounded")
scan = np.geomspace(kappa_crossing * 1.001, 50, 4000)
assert np.all(shortfall(scan) > 0)
assert np.max(shortfall(scan)) <= -worst.fun + 1e-8
below = np.geomspace(0.001, kappa_crossing * 0.999, 1000)
assert np.all(shortfall(below) < 0)

print(f"bulk resistivity: {rho0 / MICROOHM_CM:.2f} microohm cm")
print(f"rho-lambda product: {rho_lambda:.2e} ohm m^2")
print(f"film thickness: {thickness / NM:.1f} nm")
print(f"mean free path: {mean_free_path / NM:.2f} nm")
print(f"kappa = d/lambda: {kappa_film:.4f}")
print(f"surface term: {surface_term / MICROOHM_CM:.4f} microohm cm")
print(f"thick-film estimate: {rho_thick / MICROOHM_CM:.4f} microohm cm")
print(f"thick-film estimate: {rho_thick:.4e} ohm m")
print(f"thick-film rho/rho0: {thick_ratio(kappa_film):.4f}")
print(f"first-order sigma/sigma0: {linear_conductivity:.4f}")
print(f"full sigma/sigma0: {full_conductivity(kappa_film):.4f}")
print(f"marched sigma/sigma0: {marched[kappa_film]:.4f}")
print(f"full rho/rho0: {full_ratio(kappa_film):.4f}")
print(f"full film resistivity: {rho_full / MICROOHM_CM:.4f} microohm cm")
print(f"full film resistivity: {rho_full:.4e} ohm m")
print(f"estimate below full result by: {100 * shortfall(kappa_film):.2f} %")
print(f"coefficient of 1/kappa at kappa=100: {first_coefficient:.5f}")
print(f"coefficient of 1/kappa^2 at kappa=100: {second_coefficient:.5f}")
print(f"1 % shortfall at kappa: {kappa_one_percent:.3f}")
print(f"1 % shortfall at d: {kappa_one_percent * mean_free_path / NM:.1f} nm")
print(f"largest shortfall: {-100 * worst.fun:.2f} %")
print(f"largest shortfall at kappa: {worst.x:.3f}")
print(f"largest shortfall at d: {worst.x * mean_free_path / NM:.1f} nm")
print(f"curves cross at kappa: {kappa_crossing:.4f}")
print(f"curves cross at d: {kappa_crossing * mean_free_path / NM:.2f} nm")
print("d (nm), thick-film and full rho (microohm cm), shortfall (%)")
for d_nm in (2, 5, 10, 20, 40, 100, 200):
    k = d_nm * NM / mean_free_path
    thick_value = rho0 * thick_ratio(k) / MICROOHM_CM
    full_value = rho0 * full_ratio(k) / MICROOHM_CM
    print(f"{d_nm:4d} {thick_value:8.3f} {full_value:8.3f} "
          f"{100 * shortfall(k):7.2f}")
print("verified")
```

Printed output:

```
bulk resistivity: 1.68 microohm cm
rho-lambda product: 6.70e-16 ohm m^2
film thickness: 10.0 nm
mean free path: 39.88 nm
kappa = d/lambda: 0.2507
surface term: 2.5125 microohm cm
thick-film estimate: 4.1925 microohm cm
thick-film estimate: 4.1925e-08 ohm m
thick-film rho/rho0: 2.4955
first-order sigma/sigma0: -0.4955
full sigma/sigma0: 0.3677
marched sigma/sigma0: 0.3678
full rho/rho0: 2.7195
full film resistivity: 4.5687 microohm cm
full film resistivity: 4.5687e-08 ohm m
estimate below full result by: 8.23 %
coefficient of 1/kappa at kappa=100: 0.37641
coefficient of 1/kappa^2 at kappa=100: 0.14115
1 % shortfall at kappa: 3.675
1 % shortfall at d: 146.5 nm
largest shortfall: 8.99 %
largest shortfall at kappa: 0.377
largest shortfall at d: 15.1 nm
curves cross at kappa: 0.0950
curves cross at d: 3.79 nm
d (nm), thick-film and full rho (microohm cm), shortfall (%)
   2   14.242   12.955   -9.94
   5    6.705    6.932    3.27
  10    4.192    4.569    8.23
  20    2.936    3.215    8.66
  40    2.308    2.454    5.95
 100    1.931    1.969    1.94
 200    1.806    1.816    0.55
verified
```
